Minimum Noise Figure of a HEMT with Gate-Leakage Shot Noise

**What dimensions and scaling already fix**

A transistor adds noise to a signal in two ways. It can inject a random current at its input, or it can add noise at its output that looks like a random input voltage. Measure the first by a conductance a and the second by a resistance r, each defined as the thermal element at the source temperature T0 that would produce the same noise. Suppose the two noises are uncorrelated. At low frequency, where capacitances drop out, the best achievable noise factor F_min can then depend on these two quantities alone, because the source conductance is removed by optimising it. Since F_min − 1 is a pure number and a·r is the one independent dimensionless combination,

F_min − 1 = φ(a r).

The function φ follows from scaling. Because the two noises are uncorrelated, their powers add. Multiply both powers by λ. The added noise grows by λ for every source conductance, and so does its minimum. But a·r grows by λ². Hence φ(λ² a r) = λ φ(a r), which requires

F_min − 1 = c √(a r),

with c a number that this argument cannot supply.

For a high-electron-mobility transistor (HEMT) with leakage I_g and transconductance g_m, the gate noise gives a ~ I_g/(kT0/q), up to a factor of order one, and the drain noise gives r ~ 1/g_m. With I_g = 10 µA, kT0/q = 25 mV and g_m = 100 mS, a ~ 0.4 mS and r ~ 10 Ω. Then √(a r) ~ 0.06, and the noise figure should be some tenths of a decibel. The factors come from the two noise laws and the minimisation.

**The gate shot noise**

All spectral densities here are one-sided: they are integrated over positive frequencies. Let leakage be a train of charges q crossing the gate barrier at times t_k. Observe it for a time T, at a nonzero frequency f that is a multiple of 1/T, so that the mean current does not contribute. The density is

S_i = (2q²/T) ⟨|Σ_k exp(−j2πf t_k)|²⟩.

The factor 2 folds negative frequencies onto positive ones. Expanding the square gives N diagonal terms, each equal to 1, and cross terms exp[−j2πf(t_k − t_l)]. If crossings are independent and uniformly distributed over the window, the cross terms average to zero. What remains is ⟨N⟩ = I_g T/q, so

S_i = 2q² ⟨N⟩/T = 2q I_g.

Independence is a real condition. Suppose each crossing needs two successive steps, such as filling and emptying a trap, with independent exponential waiting times of the same mean τ. Suppose also that the trap holds one charge at a time, so that a new crossing cannot begin until the last has ended. The interval between charges has mean 2τ and variance 2τ². After n charges the elapsed time has variance 2nτ²; dividing by the squared mean interval converts this into a count variance n/2. The low-frequency noise is therefore half the independent value. This ratio is called the Fano factor. Both conditions matter. Unequal mean times τ₁ and τ₂ give (τ₁² + τ₂²)/(τ₁ + τ₂)², which lies between 1/2 and 1. If crossings may overlap freely, random delays leave the train independent and the low-frequency ratio stays 1. A current shared among many identical, independent traps has the same ratio as one trap.

Both cases were tested with 4000 simulated trains, each with a mean of 400 charges per window, averaging the three lowest harmonics. The Fano factors were 0.987 and 0.499, against 1 and 1/2. The statistical error is about one per cent.

The law also assumes one-way leakage. Two opposing independent streams I_1 and I_2 would give noise 2q(I_1 + I_2), which exceeds 2q|I_1 − I_2|.

**Thermal noise and the drain coefficient**

Place a conductance G at temperature T in parallel with a capacitor C, and let its noise current have a constant density S. The voltage variance is

⟨v²⟩ = ∫₀^∞ S df/[G² + (2πfC)²] = S · (1/(2πCG)) · (π/2) = S/(4GC).

Classical equipartition requires C⟨v²⟩/2 = kT/2. Therefore

S = 4kTG.

This is used for hf ≪ kT. The signal source has admittance Y_s = G_s + jB_s and noise density 4kT0 G_s, with T0 = 290 K.

The channel is not a passive conductor in equilibrium, so its noise does not follow from this argument. It is parametrised by

S_d = 4kT0 γ g_m.

This defines the drain-noise coefficient γ, referred here to the operating transconductance and to T0. The estimate takes γ = 1.

**The noise factor**

The source is connected between gate and grounded source terminal. Represent the input of the transistor by its gate-source capacitance C, neglecting access resistance and feedback for now. A current i entering the gate node produces

v = i/(Y_s + jωC),

and hence an output current g_m v. Gate leakage enters the same node as the signal current, so it is already referred to the input. A drain noise current i_d has the same effect on the output as an input current

i_eq = (Y_s + jωC) i_d/g_m.

The noise factor is the total output noise divided by the part due to the source at T0. The common gain cancels. If gate and drain noise are uncorrelated,

F = 1 + [2qI_g + |Y_s + jωC|² 4kT0γ/g_m]/(4kT0 G_s).

Now define

a = qI_g/(2kT0),  r = γ/g_m.

Then

F − 1 = {a + r[G_s² + (B_s + ωC)²]}/G_s.

Noise from the load and from later stages is not included.

**Minimisation**

The susceptance appears only in a non-negative square. Its best value is B_s = −ωC, an inductive source that tunes out the gate capacitance. This leaves

F − 1 = a/G_s + r G_s.

The first term is leakage noise, which develops more voltage across a source of high resistance. The second is drain noise, which matters more when a low-resistance source gives little input voltage. Completing the square,

a/G_s + rG_s = [√(a/G_s) − √(rG_s)]² + 2√(ar).

The square vanishes when the two terms are equal, so

G_opt = √(a/r) = √[qI_g g_m/(2γkT0)],

F_min = 1 + 2√(ar) = 1 + √[2γqI_g/(kT0 g_m)].

The missing number in the scaling argument is c = 2.

To say that leakage sets this minimum needs care: at the optimum, half the added noise comes from the drain. Leakage sets the minimum because it stops one from suppressing the drain term by raising the source resistance indefinitely. If I_g tends to zero in this model, F_min tends to 1, but G_opt tends to zero as well.

**The numbers**

At 290 K the thermal voltage is kT0/q = 24.990 mV. Thus

a = 10 µA/(2 × 24.990 mV) = 0.2001 mS,

r = 1/(100 mS) = 10.00 Ω,

√(ar) = √(2.001 × 10⁻³) = 0.04473.

The two equal terms add to 0.08946, so F_min = 1.0895 and

NF_min = 10 log₁₀(1.0895) = 0.37 dB.

This agrees with the opening estimate of some tenths of a decibel. The equivalent noise temperature is T0(F_min − 1) = 25.9 K. The best source conductance is 4.47 mS, a resistance of 224 Ω.

As a test, a circuit calculation injected each noise source separately, summed the output powers and searched numerically over complex source admittance. At 100 MHz it gave 1.08946, in agreement with the formula to all digits shown.

The minimum is not the noise figure with an arbitrary source. For a 50 Ω source, G_s = 20 mS. With capacitance negligible,

F − 1 = 0.2001/20 + 10 × 0.020 = 0.0100 + 0.2000 = 0.2100.

This is 0.83 dB, nearly all of it from the drain. Reaching 0.37 dB requires a network that presents 224 Ω to the gate, and the estimate assumes that this network has no loss.

**How the result scales**

The excess F_min − 1 grows as √I_g. With g_m and γ fixed, the minimum is 0.039 dB at 0.1 µA, 0.12 dB at 1 µA, 0.37 dB at 10 µA and 1.08 dB at 100 µA. The last step is smaller than a factor √10 in decibels because the logarithm is no longer nearly linear.

If gate width is changed at fixed bias per unit width, I_g and g_m scale together. Their ratio, and hence F_min, is unchanged, while G_opt grows in proportion to width. Widening the device eases matching to a low-resistance source, but does not lower this minimum. In a real device the way of widening matters: adding parallel gate fingers lowers the gate resistance, while lengthening the fingers raises it, and with it the minimum.

A second case is a purely resistive source, B_s = 0. Then a is replaced by a + r(ωC)², and the same minimisation gives

F_min,res − 1 = 2√(ar) √[1 + (ωC/G_opt)²].

For C = 0.3 pF, ωC equals G_opt at 2.37 GHz. There, omitting the tuning inductor raises the excess by √2. At 100 MHz it raises it by about 0.1 per cent.

**Leakage into the drain edge**

The derivation let leakage flow between gate and source. If it instead flows between gate and drain, the same fluctuation appears at both input and output. A current i taken from the drain node and injected into the gate node makes the current drawn from the drain supply

i_out = g_m i/Y_s + i

at low frequency. The first part is amplified gate noise; the second is the current taken directly from the drain. Reversing i reverses both, so their relative sign is fixed. The equivalent input current is i(1 + Y_s/g_m). Any susceptance adds noise, so take Y_s = G_s:

F − 1 = a(1 + G_s/g_m)²/G_s + rG_s
= 2a/g_m + a/G_s + (r + a/g_m²)G_s.

The last two terms have the form already minimised. Therefore

F_min − 1 = 2a/g_m + 2√[a(r + a/g_m²)].

The first term is 0.0040, and a/g_m² is only 0.02 Ω beside r = 10 Ω. The minimum rises to 0.39 dB. The correlation is harmful, but small because G_opt ≪ g_m.

**Access resistance and the upper frequency limit**

Let R_g and R_s be the gate and source access resistances, and R = R_g + R_s. Return the leakage to the gate-source path. For a loop voltage e, Kirchhoff's law gives

e = D v_gs + R_s i_out,  D = 1 + jωC(1/Y_s + R),

where v_gs is the intrinsic gate-source voltage. A signal current i_s gives e = i_s/Y_s, leakage i gives e = i(R + 1/Y_s), and resistor noise e_R gives e = e_R. In these cases v_gs = i_out/g_m, so

i_out(D/g_m + R_s) = e.

For drain noise e = 0 and v_gs = (i_out − i_d)/g_m, so

i_out(D/g_m + R_s) = D i_d/g_m.

The bracket is common to all sources and cancels in F. The equivalent input currents are i(1 + RY_s), Y_s e_R and Y_s D i_d/g_m. With the resistors at T0,

F − 1 = {a|1 + RY_s|² + R|Y_s|² + r|Y_s + jωC(1 + RY_s)|²}/G_s.

At low frequency the best Y_s is real. Expanding the first square,

F − 1 = 2aR + a/G_s + (r + R + aR²)G_s,

F_min − 1 = 2aR + 2√[a(r + R + aR²)].

For R_g = 1 Ω and R_s = 2 Ω this is 0.0012 + 0.1020 = 0.1032, or 0.43 dB. The circuit at 100 MHz, which also includes a gate-drain capacitance of 0.04 pF, gives 0.427 dB.

At higher frequency, keep the leading terms when |Y_s| and ωC are both much smaller than 1/R and 1/r:

F − 1 ≈ [a + R|Y_s|² + r|Y_s + jωC|²]/G_s.

The susceptance now has to minimise RB_s² + r(B_s + ωC)². Setting the derivative to zero gives B_s = −rωC/(r + R), and the minimum is rR(ωC)²/(r + R). It can no longer remove both terms. Minimising over G_s then gives

F_min − 1 ≈ 2√[(r + R)a + rR(ωC)²].

Leakage dominates while the first term is larger. The terms are equal when

ωC = √[(r + R)a/(rR)] = √(13 × 2.001 × 10⁻⁴/30) S = 9.3 mS,

which is about 5 GHz for 0.3 pF. The circuit results with these resistances and both capacitances show the same change:

- at 0.1 GHz, 0.43 dB with leakage and 0.01 dB without;
- at 3 GHz, 0.51 dB and 0.28 dB;
- at 10 GHz, 1.02 dB and 0.94 dB.

Each case has its own optimum source. Leakage does not become quieter at high frequency; its contribution is overtaken by noise that the tuned source can no longer avoid.

This comparison omits induced gate noise, the current that channel fluctuations drive through the gate capacitance. A channel voltage noise of order 4kT0/g_m would give a noise conductance of order (ωC)²/g_m. At 100 MHz this scale is 0.36 µS, far below a = 200 µS. It grows as f² and reaches a near 2.4 GHz. The results with leakage at 3 GHz and above therefore describe the stated circuit, not a complete device. The results without leakage do so at every frequency, because this term grows as f², just as rR(ωC)² does. Taken at this scale and uncorrelated with the drain noise, it raises the 0.1 GHz value without leakage from 0.01 to 0.02 dB and moves the crossover from about 5 GHz to about 2 GHz. It leaves the 0.1 GHz value with leakage at 0.43 dB.

**Other departures from the estimate**

A small-signal gate conductance G_g, whose fluctuations are already contained in 2qI_g, changes the drain term to r(G_s + G_g)²/G_s. Expanding and minimising as before,

F_min − 1 = 2rG_g + 2√[r(a + rG_g²)].

If leakage changes by a factor e per volt, G_g = I_g/(1 V) = 10 µS. The added term is 2rG_g = 0.0002, and the minimum is 0.373 dB. A more strongly bias-dependent leakage would matter more.

If drain noise scales with channel temperature, a channel at 370 K multiplies r by 370/290 and the excess by √(370/290) = 1.13. At fixed leakage and g_m this gives 0.42 dB. Leakage that rises with temperature would add to the change.

"Low frequency" cannot mean zero frequency. If drain flicker noise multiplies S_d by 1 + f_c/f, the excess grows by √(1 + f_c/f). For a corner f_c = 1 MHz the effect at 100 MHz is half a per cent of the excess, giving 0.374 dB. At 1 MHz the factor would be √2. A noisier channel with a corner of 50 MHz would give 0.45 dB at 100 MHz. Flicker noise of the leakage itself is not included, and would raise a in the same way.

In the opposite direction, the two-step leakage described earlier halves a if the mean step time τ is much shorter than 1/(2πf), which is 1.6 ns at 100 MHz. The excess then falls by √2 and the minimum is 0.27 dB. For much slower steps the result depends on how the charge enters the gate current. If all of it appears at one of the two steps, the noise at this frequency returns to the full value 2qI_g. If each step induces half of it, as for a trap midway through a uniform barrier, the current is a train of independent charges q/2 at the rate 2I_g/q. Its density is 2(q/2)²(2I_g/q) = qI_g, so the reduction remains at every frequency for which the individual steps are short.

**Comparison with a real device**

The chosen values suit, roughly, a gallium nitride HEMT 0.3 mm wide with a leaky Schottky gate: about 330 mS/mm of transconductance and 33 µA/mm of leakage. Gate leakage varies widely with gate technology and bias, and a well-insulated gate can leak far less, so 10 µA is a case to be considered rather than a universal value. The capacitances, access resistances and channel temperature used above are likewise rough typical values. The flicker corner of 1 MHz describes a quiet channel; corners vary widely with material quality and bias. The value γ = 1 is a round choice, and in a real device it depends on bias. Such a device breaks several assumptions at once. With drain-edge leakage, access resistance, gate-drain capacitance, gate conductance and flicker noise included, and with channel and access resistances at 370 K, the circuit gives 0.50 dB at 100 MHz for the same I_g, g_m and γ. With the quiet 1 MHz flicker corner, these effects together thus raise the estimate by about 0.13 dB, mostly through access resistance and heating. Here g_m is the intrinsic transconductance; with R_s = 2 Ω the value measured at the terminals is g_m/(1 + g_m R_s) = 83 mS. If 100 mS is instead the terminal value, the intrinsic value is 125 mS. With γ = 1 referred to that intrinsic value, the access-resistance case gives 0.39 dB and the combined figure is 0.46 dB. With the 50 MHz corner the combined figure is 0.57 dB, and flicker noise is the largest single contribution to the rise. An uncertainty of a factor ten in leakage moves it more. The matching network matters too: a single-section match from 50 Ω to 224 Ω, using an inductor of quality factor 50 at T0, would add about 0.16 dB to the ideal minimum. The numerical output below lists the separate cases.

For 10 µA of one-way, independent leakage, a transconductance of 100 mS and γ = 1, the ideal minimum is 0.37 dB. It applies above the flicker region, below the gigahertz range, and with a lossless network presenting the optimum source admittance.

Computed results

```
Source temperature T0 = 290 K
Gate leakage Ig = 10.0 uA
Transconductance gm = 100.0 mS
Drain-noise coefficient gamma = 1.0
Thermal voltage kT0/q = 24.990 mV
Simulated Fano factor, independent events = 0.987
Simulated Fano factor, two-stage events = 0.499
Gate shot noise 2qIg = 3.204e-24 A^2/Hz
Drain noise 4kT0*gamma*gm = 1.602e-21 A^2/Hz
Shot-noise conductance a = 0.2001 mS
Noise resistance r = 10.00 ohm
Optimum source conductance = 4.473 mS
Optimum source resistance = 223.6 ohm
Each of the two noise terms at optimum = 0.04473
Minimum noise factor, formula = 1.08946
Minimum noise factor, circuit = 1.08946
Minimum noise figure = 0.372 dB
Minimum noise temperature = 25.9 K
50 ohm source: leakage term = 0.0100
50 ohm source: drain term = 0.2000
50 ohm source: noise figure = 0.828 dB
Ig = 0.1 uA: minimum = 0.039 dB
Ig = 1.0 uA: minimum = 0.121 dB
Ig = 100.0 uA: minimum = 1.082 dB
Rough Cgs = 0.30 pF, Cgd = 0.04 pF
Rough Rg = 1.0 ohm, Rs = 2.0 ohm
Rough gate conductance = 10.0 uS
Rough flicker corner = 1.0 MHz
Reference frequency = 100 MHz
Frequency where omega*Cgs = Gopt: 2.37 GHz
Induced-gate-noise scale (omega*Cgs)^2/gm = 0.355 uS
Minimum noise figure at reference frequency, one change each:
  leakage enters at drain edge: 0.388 dB
  access resistances and Cgd: 0.427 dB
  channel at 370 K: 0.418 dB
  drain flicker noise: 0.374 dB
  gate conductance: 0.373 dB
  leakage Fano factor 1/2: 0.266 dB
  all except Fano reduction: 0.497 dB
With access resistances and Cgd, device at T0:
  0.1 GHz: with leakage 0.427 dB, without 0.009 dB
  1.0 GHz: with leakage 0.436 dB, without 0.094 dB
  3.0 GHz: with leakage 0.508 dB, without 0.282 dB
  10.0 GHz: with leakage 1.019 dB, without 0.936 dB
  30.0 GHz: with leakage 2.757 dB, without 2.736 dB
```
